# The square-root branch in Green's functions of infinite and half-infinite chains: a program that tests the result

```python
# Result under test, for a chain with zero on-site energy and hopping t:
#   infinite chain, any site:       G(z) = 1/s(z)
#   half-infinite chain, end site:  g(z) = (z - s(z)) / (2 t^2)
# where s^2 = z^2 - 4 t^2 and s behaves as z at large |z|.
# z: complex energy (hartree); G, g: local Green's functions (1/hartree);
# q = t g: the pole inside the unit circle of the momentum integral.
# Independent side: quadrature over k, linear solution of long finite chains,
# diagonalization, and integer matrix powers.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded

t = 0.05
hartree_in_ev = physical_constants["Hartree energy in eV"][0]


def branch_root(z):
    z = complex(z)
    return np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)


def bulk_formula(z):
    return 1 / branch_root(z)


def end_formula(z):
    return (z - branch_root(z)) / (2 * t**2)


def end_rejected(z):
    return (z + branch_root(z)) / (2 * t**2)


def bulk_quadrature(z, points=4000):
    # Equally spaced points converge exponentially for a periodic integrand.
    k = 2 * np.pi * (np.arange(points) + 0.5) / points
    return np.mean(1 / (z - 2 * t * np.cos(k)))


def finite_chain(z, sites, site):
    # Diagonal element of (z - H)^(-1) for an open chain, by linear solution.
    bands = np.zeros((3, sites), dtype=complex)
    bands[0, 1:] = -t
    bands[1, :] = z
    bands[2, :-1] = -t
    source = np.zeros(sites, dtype=complex)
    source[site] = 1
    return solve_banded((1, 1), bands, source)[site]


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * max(abs(a), abs(b))


def show(v):
    return f"{round(v.real, 4) + 0.0:.4f} {round(v.imag, 4) + 0.0:+.4f} i"


# Both formulas in all four quadrants, on the imaginary axis, outside the band.
test_energies = [0.06 + 0.02j, -0.06 + 0.02j, -0.06 - 0.02j, 0.06 - 0.02j,
                 0.03j, -0.03j, -0.125, 0.125, -0.3 + 0.1j]
for z in test_energies:
    assert close(bulk_formula(z), bulk_quadrature(z))
    assert close(bulk_formula(z), finite_chain(z, 2001, 1000))
    assert close(end_formula(z), finite_chain(z, 2001, 0))
    assert not close(end_rejected(z), finite_chain(z, 2001, 0), 1e-2)

# The principal root of the product is right for Re z > 0, wrong for Re z < 0.
for z in test_energies:
    principal = 1 / np.sqrt(complex(z)**2 - 4 * t**2)
    if complex(z).real > 0:
        assert close(principal, bulk_quadrature(z))
    elif complex(z).real < 0:
        assert close(principal, -bulk_quadrature(z))

# The selected pole lies inside the unit circle all over the cut plane,
# and Re s has the sign of Re z.
for x in np.linspace(-0.31, 0.31, 40):
    for y in np.linspace(-0.2, 0.2, 40):
        z = complex(x, y)
        assert abs(t * end_formula(z)) < 1
        assert branch_root(z).real * x > 0

# Removing one site: exact relations between open chains of different length.
for z in test_energies:
    shorter = finite_chain(z, 5, 0)
    assert close(finite_chain(z, 6, 0), 1 / (z - t**2 * shorter))
    assert close(finite_chain(z, 11, 5), 1 / (z - 2 * t**2 * shorter))

# Closed walks counted by matrix powers against the large-z series.
hop = np.eye(21, k=1, dtype=int) + np.eye(21, k=-1, dtype=int)
powers = [np.linalg.matrix_power(hop, 2 * n) for n in range(5)]
bulk_walks = [int(p[10, 10]) for p in powers]
end_walks = [int(p[0, 0]) for p in powers]
x = sp.symbols("x")  # x = t/z
bulk_series = sp.series(1 / sp.sqrt(1 - 4 * x**2), x, 0, 10).removeO()
end_series = sp.series((1 - sp.sqrt(1 - 4 * x**2)) / (2 * x**2),
                       x, 0, 10).removeO()
assert bulk_walks == [int(bulk_series.coeff(x, 2 * n)) for n in range(5)]
assert end_walks == [int(end_series.coeff(x, 2 * n)) for n in range(5)]

# Approach to the band from above: the error must shrink in step with eta.
E_in = -0.06
approach = []
for eta in (1e-3, 1e-4):
    z = E_in + 1j * eta
    approach.append((eta, bulk_quadrature(z, 40000),
                     finite_chain(z, 20001, 0)))
for column, limit in ((1, bulk_formula(E_in)), (2, end_formula(E_in))):
    errors = [abs(row[column] - limit) for row in approach]
    assert errors[1] < 0.03 and 8 < errors[0] / errors[1] < 12


# Densities of states from the boundary values, and the explicit real forms.
def density(function, energy):
    return -function(complex(energy, 0.0)).imag / np.pi


for energy in (-0.099, -0.06, 0.0, 0.03):
    width = np.sqrt(4 * t**2 - energy**2)
    assert close(density(bulk_formula, energy), 1 / (np.pi * width))
    assert close(density(end_formula, energy), width / (2 * np.pi * t**2))


def weight(function, limit):
    # Integral of the density from -limit to limit, with E = 2 t sin(angle).
    top = np.arcsin(limit / (2 * t))
    return quad(lambda a: density(function, 2 * t * np.sin(a))
                * 2 * t * np.cos(a), -top, top)[0]


assert abs(weight(bulk_formula, 2 * t) - 1) < 1e-7
assert abs(weight(end_formula, 2 * t) - 1) < 1e-7

# Weight in a window against eigenvectors; a finite chain has discrete levels,
# each of weight about 2/sites, which sets the tolerance.
sites = 1001
window = 0.06
levels, vectors = eigh_tridiagonal(np.zeros(sites), t * np.ones(sites - 1))
inside = np.abs(levels) < window
bulk_count = np.sum(vectors[sites // 2, inside]**2)
end_count = np.sum(vectors[0, inside]**2)
bulk_weight = weight(bulk_formula, window)
end_weight = weight(end_formula, window)
assert abs(bulk_count - bulk_weight) < 5 / sites
assert abs(end_count - end_weight) < 5 / sites

print(f"hopping t = {t:.3f} hartree = {t * hartree_in_ev:.4f} eV")
print(f"band edges = {-2 * t:.3f} and {2 * t:.3f} hartree")
print("Inside the band, functions in 1/hartree:")
print(f"  E = {E_in:.3f} hartree, s = {show(branch_root(E_in))} hartree")
print(f"  G(E+i0) = {show(bulk_formula(E_in))}")
print(f"  g(E+i0) = {show(end_formula(E_in))}")
for eta, bulk_value, end_value in approach:
    print(f"  eta = {eta:.0e} hartree: G by k quadrature = {show(bulk_value)}")
    print(f"    g by 20001-site chain = {show(end_value)}")
E_out = -0.125
print("Below the band, functions in 1/hartree:")
print(f"  E = {E_out:.3f} hartree, s = {branch_root(E_out).real:.4f} hartree")
print(f"  G formula = {bulk_formula(E_out).real:.4f}")
print(f"  G by k quadrature = {bulk_quadrature(E_out).real:.4f}")
print(f"  G with wrong sign of s = {-bulk_formula(E_out).real:.4f}")
print(f"  g formula = {end_formula(E_out).real:.4f}")
print(f"  g by 2001-site chain = {finite_chain(E_out, 2001, 0).real:.4f}")
print(f"  g rejected root = {end_rejected(E_out).real:.4f}")
print(f"  pole inside circle q = {t * end_formula(E_out).real:.4f}")
print(f"  pole outside circle = {t * end_rejected(E_out).real:.4f}")
z_left = -0.06 + 0.02j
wrong = 1 / np.sqrt(z_left**2 - 4 * t**2)
print("Complex energy with negative real part, G in 1/hartree:")
print(f"  z = {show(z_left)} hartree")
print(f"  G by k quadrature = {show(bulk_quadrature(z_left))}")
print(f"  G from 1/s = {show(bulk_formula(z_left))}")
print(f"  G from principal root of product = {show(wrong)}")
z_far = -1.0
print(f"Decay test at z = {z_far:.1f} hartree (dimensionless):")
print(f"  z G = {(z_far * bulk_formula(z_far)).real:.5f}")
print(f"  z g = {(z_far * end_formula(z_far)).real:.5f}")
print(f"  z times rejected root = {(z_far * end_rejected(z_far)).real:.3f}")
print("Density of states, bulk and end, in 1/hartree:")
for energy in (-0.099, -0.06, 0.0):
    print(f"  E = {energy:.3f} hartree: {density(bulk_formula, energy):.4f}"
          f" and {density(end_formula, energy):.4f}")
print(f"  at E = {E_in:.3f} hartree, in 1/eV: "
      f"{density(bulk_formula, E_in) / hartree_in_ev:.4f} and "
      f"{density(end_formula, E_in) / hartree_in_ev:.4f}")
print(f"Weight between -{window:.2f} and {window:.2f} hartree:")
print(f"  bulk: formula {bulk_weight:.4f}, {sites}-site chain {bulk_count:.4f}")
print(f"  end: formula {end_weight:.4f}, {sites}-site chain {end_count:.4f}")
print(f"Closed walks of 0,2,4,6,8 steps, bulk: {bulk_walks}")
print(f"Closed walks of 0,2,4,6,8 steps, end: {end_walks}")
print("verified")
```

Running it gives:

```
hopping t = 0.050 hartree = 1.3606 eV
band edges = -0.100 and 0.100 hartree
Inside the band, functions in 1/hartree:
  E = -0.060 hartree, s = 0.0000 +0.0800 i hartree
  G(E+i0) = 0.0000 -12.5000 i
  g(E+i0) = -12.0000 -16.0000 i
  eta = 1e-03 hartree: G by k quadrature = -0.1171 -12.4974 i
    g by 20001-site chain = -11.8500 -15.8020 i
  eta = 1e-04 hartree: G by k quadrature = -0.0117 -12.5000 i
    g by 20001-site chain = -11.9850 -15.9800 i
Below the band, functions in 1/hartree:
  E = -0.125 hartree, s = -0.0750 hartree
  G formula = -13.3333
  G by k quadrature = -13.3333
  G with wrong sign of s = 13.3333
  g formula = -10.0000
  g by 2001-site chain = -10.0000
  g rejected root = -40.0000
  pole inside circle q = -0.5000
  pole outside circle = -2.0000
Complex energy with negative real part, G in 1/hartree:
  z = -0.0600 +0.0200 i hartree
  G by k quadrature = -1.9882 -11.6070 i
  G from 1/s = -1.9882 -11.6070 i
  G from principal root of product = 1.9882 +11.6070 i
Decay test at z = -1.0 hartree (dimensionless):
  z G = 1.00504
  z g = 1.00251
  z times rejected root = 398.997
Density of states, bulk and end, in 1/hartree:
  E = -0.099 hartree: 22.5644 and 0.8981
  E = -0.060 hartree: 3.9789 and 5.0930
  E = 0.000 hartree: 3.1831 and 6.3662
  at E = -0.060 hartree, in 1/eV: 0.1462 and 0.1872
Weight between -0.06 and 0.06 hartree:
  bulk: formula 0.4097, 1001-site chain 0.4092
  end: formula 0.7152, 1001-site chain 0.7159
Closed walks of 0,2,4,6,8 steps, bulk: [1, 2, 6, 20, 70]
Closed walks of 0,2,4,6,8 steps, end: [1, 1, 2, 5, 14]
verified
```
